**Soft-photon integral for two massive legs: photon mass against dimensional regularization**

The program tests the correspondence ln λ² ↔ 1/ε − γ_E + ln(4πμ²), finite parts included, for the soft-photon integral S_ij of two massive charges. Here λ is the photon mass, d = 4 − 2ε is the space-time dimension, μ is the dimensional scale, and p₁ and p₂ are the momenta of the legs. It asserts that direct momentum and angular quadrature agrees with the closed dilogarithm form, for equal and for unequal masses. It also asserts that the scalar vertex integral obeys the same rule, and it compares the parameter form of that integral with Euclidean momentum quadrature for equal momenta. For a 2 MeV electron scattered through 90° with a 0.01 MeV photon cutoff, the real-plus-virtual sum S₁₂ + V₁₂ is −18.649 with either regulator. The largest relative error in the photon-mass tests of real emission is 7.3 × 10⁻¹¹. For one massless leg the rule fails: the true coefficient of 1/ε² is 0.25, while the rule gives 0.125.

## Program and output

```python
# Result under test: for two massive legs the soft-photon integral
#   S_ij = p_i.p_j * Int_{omega<cut} d^3k/(4 pi omega) / ((p_i.k)(p_j.k))
# with photon mass lam equals its value in d = 4 - 2 eps dimensions when
#   ln lam^2  <->  1/eps - gamma_E + ln(4 pi mu^2),  finite parts included.
# Also tested: the closed dilogarithm form of S_ij, the same rule for the
# scalar vertex integral V = p1.p2*C0, and failure of the rule for a
# massless leg. Momenta are (energy, x, z) in MeV, with hbar = c = 1.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma, spence

CUT, LAM, MU = 0.01, 1e-7, 0.1
ELECTRON = constants.physical_constants[
    'electron mass energy equivalent in MeV'][0]
ALPHA = constants.fine_structure


def dot(p, q):
    return p[0]*q[0] - p[1]*q[1] - p[2]*q[2]


def legendre(n, lower, upper):
    x, w = np.polynomial.legendre.leggauss(n)
    half = 0.5*(upper - lower)
    return lower + half*(x + 1), half*w


def gauss_symmetric(n, a):
    """Gauss rule on [-1,1] for the weight (1-x^2)^a, a > -1."""
    k = np.arange(2, n)
    b2 = np.concatenate(([1/(3 + 2*a)],
                         k*(k + 2*a)/((2*k + 2*a)**2 - 1)))
    b = np.sqrt(b2)
    x, vec = np.linalg.eigh(np.diag(b, 1) + np.diag(b, -1))
    total = np.sqrt(np.pi)*gamma(a + 1)/gamma(a + 1.5)
    return x, total*vec[0]**2


def directions(eps, n=80):
    """Unit-sphere rule in 3 - 2 eps dimensions, legs in the x-z plane."""
    c, wc = gauss_symmetric(n, -eps)
    y, wy = gauss_symmetric(n, -eps - 0.5)
    rest = 2*np.pi**(0.5 - eps)/gamma(0.5 - eps)
    nx = np.sqrt(1 - c**2)[:, None]*y[None, :]
    nz = c[:, None]*np.ones(n)[None, :]
    return nx, nz, rest*wc[:, None]*wy[None, :]


def real_mass(p, q, lam):
    """Direct momentum quadrature with a massive photon."""
    nx, nz, w = directions(0.0)
    pn, qn = p[1]*nx + p[2]*nz, q[1]*nx + q[2]*nz
    total = 0.0
    for t, wt in zip(*legendre(120, 0.0, np.arccosh(CUT/lam))):
        k, omega = lam*np.sinh(t), lam*np.cosh(t)
        total += wt*k**2*np.sum(
            w/((p[0]*omega - k*pn)*(q[0]*omega - k*qn)))
    return dot(p, q)*total/(4*np.pi)


def real_dim(p, q, eps):
    """Direct angular quadrature in 3 - 2 eps space dimensions, eps < 0."""
    nx, nz, w = directions(eps)
    angle = np.sum(w/((p[0] - p[1]*nx - p[2]*nz)
                      * (q[0] - q[1]*nx - q[2]*nz)))
    radial = CUT**(-2*eps)/(-2*eps)
    return dot(p, q)*(2*np.pi*MU)**(2*eps)*radial*angle/(4*np.pi)


def ingredients(p, q, root=1):
    mp, mq = np.sqrt(dot(p, p)), np.sqrt(dot(q, q))
    theta = root*np.arccosh(dot(p, q)/(mp*mq))
    a = mq/mp*np.exp(theta)
    v = ((a*mp)**2 - mq**2)/(2*(a*p[0] - q[0]))

    def g(u):
        size = np.hypot(u[1], u[2])
        up, um = u[0] + size, u[0] - size
        return 0.25*np.log(up/um)**2 + spence(up/v) + spence(um/v)
    return theta, a, v, g(a*p), g(q)


def closed(p, q, log_lam2, root=1):
    theta, _, _, g1, g2 = ingredients(p, q, root)
    log_cut = np.log(4*CUT**2) - log_lam2
    return 0.5/np.tanh(theta)*(theta*log_cut + g1 - g2)


def closed_self(p, log_lam2):
    beta = np.hypot(p[1], p[2])/p[0]
    return 0.5*(np.log(4*CUT**2) - log_lam2) - np.arctanh(beta)/beta


def matched_log(eps):
    return 1/eps - np.euler_gamma + np.log(4*np.pi*MU**2)


def limit(f, h=-1e-3):
    """Value of f at eps = 0 from three points, quadratic extrapolation."""
    f1, f2, f3 = f(h), f(h/2), f(h/4)
    return (4*(2*f3 - f2) - (2*f2 - f1))/3


def path_square(p, q):
    x, w = legendre(60, 0.0, 1.0)
    p2 = (x**2*dot(p, p) + (1 - x)**2*dot(q, q)
          + 2*x*(1 - x)*dot(p, q))
    return p2, w


def virtual_mass(p, q, lam):
    """Vertex integral from its two-parameter form at finite lam."""
    p2, w = path_square(p, q)
    s, ws = legendre(300, np.log(1e-6*lam), 0.0)
    y = np.exp(s)
    den = y**2*p2[:, None] + (1 - y)*lam**2
    return -dot(p, q)*np.sum(w[:, None]*ws*y**2/den)


def virtual_log(p, q, log_lam2):
    p2, w = path_square(p, q)
    return dot(p, q)*np.sum(w*(log_lam2 - np.log(p2))/(2*p2))


def virtual_dim(p, q, eps):
    p2, w = path_square(p, q)
    front = (4*np.pi*MU**2)**eps*gamma(1 + eps)/(2*eps)
    return dot(p, q)*front*np.sum(w*p2**(-1 - eps))


def vertex_euclid(d, lam):
    """C0 for equal momenta at rest, m = 1, by Euclidean quadrature."""
    total = 0.0
    for t, wt in zip(*legendre(400, -25.0, 25.0)):
        k = np.exp(t)
        s, ws = legendre(400, 0.0, np.arcsinh(np.pi/(2*k)))
        u = k*np.sinh(s)
        c2 = 4*np.sin(u)**2
        f = np.abs(np.cos(u))**(d - 2)*(k**2 - c2)/(k**2 + c2)**2
        h = 2*np.sum(ws*k*np.cosh(s)*f)
        total -= wt*k**(d - 2)/(k**2 + lam**2)*h
    sphere = 2*np.pi**((d - 1)/2)/gamma((d - 1)/2)
    return sphere*total/np.pi**(d/2)


# Legs: elastic electron scattering, and a case with unequal masses.
energy, angle = 2.0, np.pi/2
mom = np.sqrt(energy**2 - ELECTRON**2)
p1 = np.array([energy, 0.0, mom])
p2 = np.array([energy, mom*np.sin(angle), mom*np.cos(angle)])
r1 = np.array([np.sqrt(1 + 0.9**2 + 0.4**2), 0.9, -0.4])
r2 = np.array([np.sqrt(9 + 0.5**2 + 2.0**2), 0.5, 2.0])
loglam = np.log(LAM**2)

worst_mass = worst_dim = 0.0
for p, q in ((p1, p2), (r1, r2)):
    direct = real_mass(p, q, LAM)
    formula = closed(p, q, loglam)
    worst_mass = max(worst_mass, abs(direct/formula - 1))
    assert abs(closed(p, q, loglam, -1)/formula - 1) < 1e-10
    gap = limit(lambda e: real_dim(p, q, e)
                - closed(p, q, matched_log(e)))
    worst_dim = max(worst_dim, abs(gap))
    for leg in (p, q):
        ratio = real_mass(leg, leg, LAM)/closed_self(leg, loglam)
        worst_mass = max(worst_mass, abs(ratio - 1))
        gap = limit(lambda e: real_dim(leg, leg, e)
                    - closed_self(leg, matched_log(e)))
        worst_dim = max(worst_dim, abs(gap))
    # Corrections to the vertex integral are of first order in lam/m.
    assert abs(virtual_mass(p, q, LAM)
               - virtual_log(p, q, loglam)) < 1e-4
    gap = limit(lambda e: virtual_dim(p, q, e)
                - virtual_log(p, q, matched_log(e)))
    assert abs(gap) < 1e-4
assert worst_mass < 1e-7
assert worst_dim < 1e-4

# Parameter forms of the vertex integral against momentum quadrature.
lam_test = 0.3
param = -quad(lambda y: y/(y**2 + (1 - y)*lam_test**2), 0, 1)[0]
euclid4 = vertex_euclid(4.0, lam_test)
assert abs(euclid4 - param) < 1e-6
euclid5 = vertex_euclid(5.0, 0.0)
assert abs(euclid5 - gamma(0.5)/(2*(-0.5))) < 1e-6

# Real plus virtual: both regulators must give one number.
sum_mass = real_mass(p1, p2, LAM) + virtual_mass(p1, p2, LAM)
sum_mass_b = (real_mass(p1, p2, 10*LAM)
              + virtual_mass(p1, p2, 10*LAM))
sum_dim = limit(lambda e: real_dim(p1, p2, e) + virtual_dim(p1, p2, e))
assert abs(sum_mass - sum_mass_b) < 1e-4
assert abs(sum_mass - sum_dim) < 1e-4


# One massless leg, the other at rest: the rule must fail.
def massless_mass(t_max):
    def inner(t):
        v = np.tanh(t)
        return quad(lambda c: v**2/(1 - v*c), -1, 1, limit=200)[0]
    return 0.5*quad(inner, 0, t_max)[0]


def massless_dim(eps):
    ang = quad(lambda c: 1.0, -1, 1, weight='alg',
               wvar=(-eps, -eps - 1))[0]
    front = (4*np.pi*MU**2/CUT**2)**eps/(-2*eps*gamma(1 - eps))
    return 0.5*front*ang


t_big = 7.0
massless_direct = massless_mass(t_big)
assert abs(massless_direct - 0.5*(t_big**2 - np.pi**2/12)) < 1e-4
pole_true = limit(lambda e: e**2*massless_dim(e))
log2_coeff = ((massless_mass(t_big) - massless_mass(t_big - 2))
              / (t_big**2 - (t_big - 2)**2))
pole_rule = log2_coeff/4
assert abs(pole_true - 0.25) < 1e-3
assert abs(pole_rule - 0.125) < 1e-3

# Worked example.
theta, a, v, g1, g2 = ingredients(p1, p2)
s12, s11 = closed(p1, p2, loglam), closed_self(p1, loglam)
s22 = closed_self(p2, loglam)
bracket = 2*s12 - s11 - s22
coeff = theta/np.tanh(theta) - 1
log_cut = np.log(4*CUT**2/LAM**2)
direct_bracket = (2*real_mass(p1, p2, LAM) - real_mass(p1, p1, LAM)
                  - real_mass(p2, p2, LAM))
assert abs(direct_bracket - bracket) < 1e-5

print(f"electron mass: {ELECTRON:.6f} MeV")
print(f"electron total energy: {energy:.3f} MeV")
print(f"electron momentum: {mom:.6f} MeV")
print(f"electron speed beta: {mom/energy:.6f} (units of c)")
print(f"scattering angle: {np.degrees(angle):.1f} degrees")
print(f"photon energy cutoff: {CUT:.3f} MeV")
print(f"photon mass lambda: {LAM:.1e} MeV")
print(f"dimensional scale mu: {MU:.3f} MeV")
print(f"fine-structure constant: {ALPHA:.9f} (pure number)")
print(f"p1.p2: {dot(p1, p2):.6f} MeV^2")
print(f"rapidity theta: {theta:.6f} (pure number)")
print(f"scale factor a: {a:.6f} (pure number)")
print(f"v: {v:.6f} MeV")
print(f"G(a p1): {g1:.6f} (pure number)")
print(f"G(p2): {g2:.6f} (pure number)")
print(f"ln(4 cut^2/lambda^2): {log_cut:.6f} (pure number)")
print(f"S12 closed form: {s12:.6f} (pure number)")
print(f"S12 direct quadrature: {real_mass(p1, p2, LAM):.6f} (pure number)")
print(f"S11 = S22 closed form: {s11:.6f} (pure number)")
print(f"theta coth(theta) - 1: {coeff:.6f} (pure number)")
print(f"2 S12 - S11 - S22: {bracket:.6f} (pure number)")
print(f"its part without the logarithm: {bracket - coeff*log_cut:.6f}")
print(f"emission factor B: {ALPHA/np.pi*bracket:.6f} (pure number)")
print("change of B for tenfold cutoff: "
      f"{ALPHA/np.pi*coeff*np.log(100):.6f} (pure number)")
for e in (-1e-2, -1e-3, -1e-4):
    sd, sr = real_dim(p1, p2, e), closed(p1, p2, matched_log(e))
    print(f"eps {e:.0e}: S12 in d dim {sd:.5f}, rule {sr:.5f}, "
          f"difference {sd - sr:.5f}")
print(f"V12 with photon mass: {virtual_log(p1, p2, loglam):.6f}")
print(f"S12+V12, photon mass: {sum_mass:.5f} (pure number)")
print(f"S12+V12, ten times larger photon mass: {sum_mass_b:.5f}")
print(f"S12+V12, d dimensions, eps to 0: {sum_dim:.5f} (pure number)")
print(f"vertex C0, m=1, lambda=0.3, momentum quadrature: {euclid4:.7f}")
print(f"vertex C0, m=1, lambda=0.3, parameter form: {param:.7f}")
print(f"massless leg, true coefficient of 1/eps^2: {pole_true:.5f}")
print(f"massless leg, coefficient from the rule: {pole_rule:.5f}")
print(f"largest relative error, photon-mass tests: {worst_mass:.1e}")
print(f"largest gap at eps to 0, real emission: {worst_dim:.1e}")
print("success")
```

Output:

```
electron mass: 0.510999 MeV
electron total energy: 2.000 MeV
electron momentum: 1.933618 MeV
electron speed beta: 0.966809 (units of c)
scattering angle: 90.0 degrees
photon energy cutoff: 0.010 MeV
photon mass lambda: 1.0e-07 MeV
dimensional scale mu: 0.100 MeV
fine-structure constant: 0.007297353 (pure number)
p1.p2: 4.000000 MeV^2
rapidity theta: 3.421150 (pure number)
scale factor a: 30.604589 (pure number)
v: 2.063147 MeV
G(a p1): -5.644722 (pure number)
G(p2): 4.908701 (pure number)
ln(4 cut^2/lambda^2): 24.412145 (pure number)
S12 closed form: 36.560077 (pure number)
S12 direct quadrature: 36.560077 (pure number)
S11 = S22 closed form: 10.095059 (pure number)
theta coth(theta) - 1: 2.428463 (pure number)
2 S12 - S11 - S22: 52.930036 (pure number)
its part without the logarithm: -6.353954
emission factor B: 0.122947 (pure number)
change of B for tenfold cutoff: 0.025977 (pure number)
eps -1e-02: S12 in d dim 157.84019, rule 157.26798, difference 0.57222
eps -1e-03: S12 in d dim 1700.13495, rule 1700.07628, difference 0.05867
eps -1e-04: S12 in d dim 17128.16524, rule 17128.15936, difference 0.00588
V12 with photon mass: -55.209276
S12+V12, photon mass: -18.64920 (pure number)
S12+V12, ten times larger photon mass: -18.64920
S12+V12, d dimensions, eps to 0: -18.64920 (pure number)
vertex C0, m=1, lambda=0.3, momentum quadrature: -1.4194449
vertex C0, m=1, lambda=0.3, parameter form: -1.4194449
massless leg, true coefficient of 1/eps^2: 0.25000
massless leg, coefficient from the rule: 0.12500
largest relative error, photon-mass tests: 7.3e-11
largest gap at eps to 0, real emission: 4.3e-08
success
```
